# Phase of Light Reflected from a Raised EUV Multilayer Mirror, part 1

(Sections cited here and not found follow in the second part.)

## First half: the phase of a raised plateau

Q: An extreme-ultraviolet mask is a mirror made of many thin layers. I am told that a bump under those layers can spoil the image even when it is less than a nanometre high. The wavelength is 13.5 nm. Why should a bump so much smaller than the wavelength matter?

A: Let us first replace the bump by a case that can be solved without approximation: a plateau so wide that its edges play no part. On the plateau the substrate and every interface above it are raised by the same height $h$. A coating that copies the substrate step in this way is called conformal here. The question is then how the reflected wave differs from the wave reflected by the flat mirror. The width of a real bump, and what an imaging system does with it, need separate treatment.

Q: Then fix the conventions, because I expect the sign to depend on them.

A: It does. The $z$ axis points out of the mask into vacuum, and the top surface of the flat mirror is at $z=0$. The plane of incidence is the $xz$ plane. Fields vary in time as $e^{-i\omega t}$. The vacuum wavelength is $\lambda$, the wave number is $k=2\pi/\lambda$, and the angle of incidence $\theta$ is measured in vacuum from the normal. The components of the wave vector have sizes
$$k_x=k\sin\theta,\qquad k_z=k\cos\theta .$$
With this time factor, $e^{-ik_z z}$ travels down towards the mirror and $e^{ik_z z}$ travels up. The mirror is described by its relative permittivity $\varepsilon_0(z)$, the square of the complex refractive index. The substrate is treated as a half-space, so nothing returns from its far side.

Q: Which equation does the field obey inside the layers?

A: For non-magnetic materials, Maxwell's equations give $\nabla\times(\nabla\times\mathbf E)=k^2\varepsilon\mathbf E$. In s polarization the electric field points along $y$ and does not depend on $y$. Its divergence is therefore zero, and the double curl reduces to $-\nabla^2\mathbf E$. The flat mirror is uniform along $x$, so the factor $e^{ik_x x}$ is the same in every layer. Writing $E_y=u(z)e^{ik_x x}$ gives
$$u''+\left[k^2\varepsilon_0(z)-k_x^2\right]u=0. \tag{1}$$
In p polarization the magnetic field points along $y$. Eliminating the electric field gives $\nabla\cdot(\varepsilon^{-1}\nabla H_y)+k^2H_y=0$, and hence, with $H_y=u(z)e^{ik_x x}$,
$$\left(\frac{u'}{\varepsilon_0}\right)'+\left[k^2-\frac{k_x^2}{\varepsilon_0}\right]u=0. \tag{2}$$
In both cases the vacuum solution for unit incident amplitude is
$$u_0(z)=e^{-ik_z z}+r_0e^{ik_z z}. \tag{3}$$
This defines the reflection coefficient $r_0$, referred to the plane $z=0$.

Q: Now you raise the mirror. Do you have to solve for all the layers again?

A: No. The raised mirror has permittivity $\varepsilon_h(z)=\varepsilon_0(z-h)$. Take the old solution and shift it as well, $u(z)=u_0(z-h)$. Put $s=z-h$. Since $d/dz=d/ds$, equation (1) for the raised mirror becomes equation (1) for the flat mirror in the variable $s$, which $u_0(s)$ satisfies. The same substitution works in equation (2). The continuity conditions move with the interfaces, and the wave in the substrate still travels or decays downward. The shifted field is therefore a valid solution for the raised mirror.

In vacuum it reads
$$u_0(z-h)=e^{ik_z h}e^{-ik_z z}+r_0e^{-ik_z h}e^{ik_z z}.$$
Its incident amplitude is $e^{ik_z h}$, not one. The equations are linear, so we may divide the whole field by that number. The incident amplitude is then one, and the coefficient of the upward wave is
$$r_h=\frac{r_0e^{-ik_z h}}{e^{ik_z h}}=r_0e^{-2ik_z h}. \tag{4}$$
The phase change is
$$\phi=-2k_z h=-\frac{4\pi h\cos\theta}{\lambda}. \tag{5}$$
One factor of two comes from the two exponentials, one for the way down and one for the way up. The other is in $k=2\pi/\lambda$.

Q: The minus sign bothers me. I have seen this phase given as positive.

A: Its size, $4\pi h\cos\theta/\lambda$, is independent of the convention. With $e^{-i\omega t}$, a wave gains positive phase along its path. A bump shortens the path, so the reflected wave has gained less phase when it reaches the fixed plane. With the time factor $e^{+i\omega t}$, all complex fields are conjugated and the same physical change is written with a plus sign. A pit has $h<0$ and changes the sign in either convention.

Q: A slanted ray crosses a layer of height $h$ over the distance $h/\cos\theta$. Down and up makes $2h/\cos\theta$. Why is the cosine in the numerator?

A: Because the two rays have to be compared on a common wavefront. Let one ray turn back at height $h$, and let the other continue to height zero and return to height $h$. The extra distance travelled is indeed $2h/\cos\theta$. But the second ray comes back displaced sideways by $2h\tan\theta$. Along the outgoing direction, that displacement accounts for a distance $2h\tan\theta\sin\theta$, which the first ray must still travel to reach the same wavefront. The path difference is therefore
$$\frac{2h}{\cos\theta}-2h\tan\theta\sin\theta
=\frac{2h(1-\sin^2\theta)}{\cos\theta}=2h\cos\theta .$$
Multiplication by $k$ gives $2k_z h$, in agreement with equation (5).

Q: The light does not turn back at the top surface. It enters tens of layers, is partly absorbed, and returns from many depths. How can the refractive indices be missing from the result?

A: They are contained in $r_0$. Each of those partial waves meets the same sequence of layers on the plateau as on the flat mirror, because the whole sequence has been moved. What has changed is the amount of vacuum above it, and the vacuum path is the one that enters equation (4). The argument does not assume a lossless mirror, a Bragg maximum or a particular number of layers. It does assume that the layers on the plateau have the same thicknesses and indices as elsewhere.

Q: I would like to see that hold for a mirror with absorption.

A: Take a model mirror of 40 periods. Each period has a dense layer 2.8 nm thick with index $0.920+0.006i$ and a spacer 4.2 nm thick with index $1.000+0.002i$. The substrate index is $0.980+0.001i$. These are round model values. At 13.5 nm and $6^\circ$ the flat mirror reflects 0.74 of the incident intensity in s polarization.

The wave equation was integrated numerically through the flat and the raised stack, up to the same fixed plane. The test covered both polarizations, angles of $0^\circ$, $6^\circ$, $20^\circ$ and $45^\circ$, and heights of 0.3, 1 and 3 nm. The ratio $r_h/r_0$ differed from $e^{-2ik_z h}$ by at most $6.8\times10^{-9}$ in absolute value, for a quantity of modulus one. The larger angles are a useful part of the test, since the mirror was designed for near-normal incidence.

Q: And how large is the phase for a bump below one nanometre?

A: At $6^\circ$, $\cos\theta=0.99452$, so
$$k_z=\frac{2\pi(0.99452)}{13.5\ \mathrm{nm}}=0.46287\ \mathrm{rad/nm}.$$
For $h=0.5$ nm the size of the phase is $2(0.46287)(0.5)=0.463$ rad, or $26.5^\circ$. For 0.3 nm it is 0.278 rad, and for 1 nm it is 0.926 rad, or $53.0^\circ$. The height is small compared with the wavelength, but the light crosses it twice, and a full wavelength of path corresponds to $2\pi$ rad. A phase of $\pi$ needs
$$h_\pi=\frac{\lambda}{4\cos\theta}=3.39\ \mathrm{nm}.$$

Q: A detector measures intensity, and equation (4) leaves the modulus of the reflection coefficient unchanged. So far you have shown me nothing that could be seen.

A: That is correct for a single plateau. If the entire mask were raised, the common phase would have no effect on the intensity. A difference in phase between neighbouring regions can be seen when their waves are added. Suppose that half of the mask area is raised, in regions wide enough for equation (4) to hold in each. The specular beam carries the area average of the reflected amplitude. Relative to a flat mask, its intensity is
$$\left|\frac{1+e^{i\phi}}{2}\right|^2
=\frac{1+1+2\cos\phi}{4}
=\frac{1+\cos\phi}{2}=\cos^2\frac{\phi}{2}. \tag{6}$$
For $h=1$ nm this is $(1+0.601)/2=0.80$. For 0.5 nm it is $(1+0.895)/2=0.95$. At the height $h_\pi$ it is zero. The missing light is not absorbed by the step. It goes into other diffraction directions, and whether it contributes to an image depends on which of these the lens collects.

Q: You have leaned heavily on the word conformal. Suppose that deposition smooths the step, so that the top surface ends up flat. The substrate step is still 1 nm high. Is the phase still 0.93 rad?

A: No. Consider a definite model of smoothing. Let $D$ be the total thickness of the coating, here 280 nm. Keep the top surface fixed, raise the substrate by $h$, and compress each layer by the factor $1-h/D$. An interface at depth $d$ then moves to depth $d(1-h/D)$, so it is raised by $hd/D$. The displacement falls linearly from $h$ at the substrate to zero at the surface.

For $h=1$ nm the computed phase is $-0.149$ rad instead of $-0.926$ rad. The ratio is 0.161. The substrate height alone therefore does not determine the phase.

Q: Why is it about one sixth? An average displacement of one half would have led me to expect half the phase.

A: The interfaces do not count equally. Their weights can be found to first order in the displacement. I use s polarization and let interface $j$, at height $z_j$, rise by $h_j$. Define
$$\Delta\varepsilon_j=\varepsilon_{\text{above}}-\varepsilon_{\text{below}} .$$
In the strip between $z_j$ and $z_j+h_j$, material from above is replaced by material from below. The permittivity there changes by $-\Delta\varepsilon_j$. For a thin strip this can be written as
$$\delta\varepsilon(z)=-\sum_j h_j\Delta\varepsilon_j\,\delta(z-z_j). \tag{7}$$

Let $\psi_0(z)$ be the field in the flat mirror for unit incident amplitude, and let $\psi_0+v$ be the new field. To first order, equation (1) gives
$$v''+\left[k^2\varepsilon_0-k_x^2\right]v=-k^2\,\delta\varepsilon\,\psi_0 .$$
Multiply this by $\psi_0$, and subtract $v$ times the equation for $\psi_0$. The bracketed terms cancel, and
$$\frac{d}{dz}\left(\psi_0v'-v\psi_0'\right)=-k^2\,\delta\varepsilon\,\psi_0^2 .$$
Integrate from deep in the substrate to a plane in vacuum. At the lower end both fields are proportional to the same downward wave, so $\psi_0v'-v\psi_0'=0$. In vacuum the incident wave is unchanged, so $v=\delta r\,e^{ik_z z}$. With equation (3) the bracket there becomes
$$ik_z\,\delta r\,e^{ik_z z}\left[(e^{-ik_z z}+r_0e^{ik_z z})+(e^{-ik_z z}-r_0e^{ik_z z})\right]=2ik_z\,\delta r .$$
Using equation (7) on the right-hand side, we obtain
$$\delta r=\frac{k^2}{2ik_z}\sum_jh_j\Delta\varepsilon_j\psi_0^2(z_j)
=-\frac{ik^2}{2k_z}\sum_jh_j\Delta\varepsilon_j\psi_0^2(z_j). \tag{8}$$

Q: If every $h_j$ equals $h$, this should give back your phase law. It does not look like it.

A: It does after one more integration. For the flat-mirror field, equation (1) implies
$$\frac{d}{dz}\left\{\psi_0'^2+\left[k^2\varepsilon_0-k_x^2\right]\psi_0^2\right\}=k^2\varepsilon_0'\psi_0^2,$$
because the terms containing $\psi_0''$ cancel against the remaining ones. In the substrate $\psi_0'^2$ is minus the bracket times $\psi_0^2$, so the quantity in braces is zero. In vacuum it equals
$$k_z^2\left[(e^{-ik_z z}+r_0e^{ik_z z})^2-(e^{-ik_z z}-r_0e^{ik_z z})^2\right]=4k_z^2r_0 .$$
Since $\varepsilon_0'=\sum_j\Delta\varepsilon_j\delta(z-z_j)$, integration over the stack gives
$$k^2\sum_j\Delta\varepsilon_j\psi_0^2(z_j)=4k_z^2r_0. \tag{9}$$
With equal displacements, equation (8) becomes $\delta r=-2ik_zhr_0$. This is the first term in the expansion of equation (4).

Equation (9) also supplies normalized weights,
$$w_j=\frac{k^2\Delta\varepsilon_j\psi_0^2(z_j)}{4k_z^2r_0},\qquad \sum_jw_j=1 .$$
For the smoothed step, $h_j=hd_j/D$, and equation (8) becomes
$$\frac{\delta r}{r_0}=-2ik_zh\sum_jw_j\frac{d_j}{D}.$$
The phase change is the imaginary part of this expression. Relative to the conformal step it is reduced by the real part of the weighted mean depth divided by $D$. The computed ratio therefore corresponds, to first order, to a mean depth of $0.161\times280$ nm, or about 45 nm. The weights are complex, so this is not an average over probabilities. The reason for the small value lies in the factor $\psi_0^2(z_j)$ in each weight. Near the Bragg condition the field becomes weaker with depth. In this mirror the main cause is that light is reflected on the way down: with the absorption removed, the mean depth is still about 45 nm. The deep interfaces, which moved most, therefore contribute little.

## Second half: bumps of finite width and their images

Q: Before you go on, state what is being carried over.

A: The $z$ axis points out of the mask, fields vary as $e^{-i\omega t}$, and $k=2\pi/\lambda$. The incident wave has components $k_x=k\sin\theta$ and $k_z=k\cos\theta$. The flat mirror has permittivity $\varepsilon_0(z)$, reflection coefficient $r_0$ and, for unit incident amplitude, internal field $\psi_0(z)$. At interface $j$, $\Delta\varepsilon_j$ is the permittivity above minus that below. A wide conformal plateau of height $h$ gives
$$r_h=r_0e^{i\phi},\qquad \phi=-2k_zh .$$
The example has $\lambda=13.5$ nm, $\theta=6^\circ$ and $k_z=0.46287$ rad/nm. Its mirror has 40 periods of 7 nm.

Q: A real bump has a finite width. Light enters the stack at one place and leaves at another. What right do you have to assign the plateau phase to each point of the bump?

A: None without an estimate of the error. Assigning the phase $-2k_zh(x)$ to each point is a local approximation. I will compare it with the scattering from a conformal profile $h(x)$, to first order in height. I use s polarization and a profile that varies in the plane of incidence. Every interface now follows $z_j+h(x)$, so
$$\delta\varepsilon(x,z)=\varepsilon_0(z-h(x))-\varepsilon_0(z)\approx-h(x)\,\varepsilon_0'(z).$$
The electric field is continuous at each interface in this polarization, so its value there can be used. In p polarization one component of the electric field jumps, and this simple product would not be enough.

Consider one Fourier component, $h(x)=h_qe^{iqx}$. A real profile is a sum of such components, and at first order their effects add. The relief changes the lateral wave number from $k_x$ to $k_x+q$. Write the scattered field as $v(z)e^{i(k_x+q)x}$. Then
$$v''+\left[k^2\varepsilon_0-(k_x+q)^2\right]v=k^2h_q\varepsilon_0'\psi_0. \tag{10}$$
The right-hand side is positive because the minus sign in $\delta\varepsilon$ meets the minus sign from moving $k^2\delta\varepsilon\,\psi_0$ across the equation.

A wide conformal plateau of height $h$ changes the reflected phase by $-2k_zh$, while smoothing the step towards the surface can make the change much smaller. For a bump of finite width, the equation for the scattered field is now in place; it remains to find the outgoing amplitude, test the local approximation against it, and calculate the image.
